# Crystal-field splitting of d and f orbitals in icosahedral coordination: a numerical check

```python
# Icosahedral crystal field on d and f orbitals (Hartree atomic units, spin-free).
# Under test: (a) the icosahedral group has no invariant harmonic of rank 1..5, one of rank 6,
#   W = C60 - sqrt(7/11)(C65 - C6,-5), z along a fivefold axis, C_kq = sqrt(4pi/(2k+1)) Y_kq;
# (b) d spans the irreducible Hg and is unsplit, also beyond first order;
# (c) f = T2u + Gu; for 12 charges -q at distance R, relative to the mean 12 q I0,
#   E(T2u) = 16/13 q I6, E(Gu) = -12/13 q I6, I_k = <r_<^k / r_>^(k+1)>.
# S_kq = sum over ligand directions of conj(C_kq); chi_k = character of rank-k harmonics.
import numpy as np, sympy as sp
from math import factorial, pi, sqrt
from fractions import Fraction
from itertools import combinations
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.constants import physical_constants
from sympy.physics.wigner import wigner_3j
from pyscf import gto

CM = physical_constants['hartree-inverse meter relationship'][0] / 100

def Y(l, m, x):
    a = abs(m); c = x[..., 2]; s = np.hypot(x[..., 0], x[..., 1])
    prev = np.zeros_like(c); cur = np.ones_like(c)
    for j in range(1, a + 1):
        cur = -(2 * j - 1) * s * cur
    for n in range(a + 1, l + 1):
        prev, cur = cur, ((2 * n - 1) * c * cur - (n + a - 1) * prev) / (n - a)
    y = sqrt((2 * l + 1) / (4 * pi) * factorial(l - a) / factorial(l + a)) * cur \
        * np.exp(1j * a * np.arctan2(x[..., 1], x[..., 0]))
    return y if m >= 0 else (-1) ** a * np.conj(y)
def Yall(l, x): return np.stack([Y(l, m, x) for m in range(-l, l + 1)], axis=-1)
def C(k, q, x): return sqrt(4 * pi / (2 * k + 1)) * Y(k, q, x)
def S(k, q, dirs): return np.conj(C(k, q, dirs)).sum()
def clusters(e, tol): return np.split(e, np.where(np.diff(e) > tol)[0] + 1)
def row(v): return " ".join(f"{round(float(t), 4) + 0.0:7.4f}" for t in v)

# geometry from golden-ratio coordinates, rotated to put a vertex on z
gold = (1 + sqrt(5)) / 2
V = np.array([np.roll([0, a, b * gold], s) for a in (1, -1) for b in (1, -1) for s in range(3)])
V /= np.linalg.norm(V, axis=1)[:, None]
nb = next(v for v in V if 0.3 < v @ V[0] < 0.9)
ex = nb - (nb @ V[0]) * V[0]; ex /= np.linalg.norm(ex)
frame = np.array([ex, np.cross(V[0], ex), V[0]])
V = V @ frame.T; nb = frame @ nb
c72 = np.cos(2 * pi / 5)
assert abs(nb[2] - c72 / (1 - c72)) < 1e-13 and abs(nb[2] - 1 / sqrt(5)) < 1e-13
print(f"ring cos(theta) = {nb[2]:.6f}")

# group by closure, conjugacy classes by conjugation
def rot(n, a):
    K = np.array([[0, -n[2], n[1]], [n[2], 0, -n[0]], [-n[1], n[0], 0]])
    return np.eye(3) + np.sin(a) * K + (1 - np.cos(a)) * K @ K
gens = [rot(V[0], 2 * pi / 5), rot(nb, 2 * pi / 5)]
G = [np.eye(3)]; i = 0
while i < len(G) < 200:
    for h in gens:
        M = h @ G[i]
        if np.abs(np.array(G) - M).max(axis=(1, 2)).min() > 1e-8: G.append(M)
    i += 1
G = np.array(G); assert len(G) == 60
for g in G: assert np.allclose(np.sort((V @ g.T @ V.T).max(axis=1)), 1, atol=1e-10)
ang = np.rint(np.degrees(np.arccos(np.clip((np.trace(G, axis1=1, axis2=2) - 1) / 2, -1, 1)))).astype(int)
cls = {frozenset(int(np.abs(G - h @ g @ h.T).max(axis=(1, 2)).argmin()) for h in G) for g in G}
angles = [0, 72, 144, 120, 180]; size = np.array([(ang == a).sum() for a in angles])
assert sorted(map(len, cls)) == [1, 12, 12, 15, 20] and list(size) == [1, 12, 12, 20, 15]
print("order", len(G), " class angles (deg)", angles, " sizes", size.tolist())

# invariants: character count against rank of the numerically symmetrized harmonics
def chi(k): return np.array([sum(np.cos(m * np.radians(a)) for m in range(-k, k + 1)) for a in angles])
def dot(a, b): return float((size * a * b).sum() / 60)
P = np.random.default_rng(1).normal(size=(90, 3)); P /= np.linalg.norm(P, axis=1)[:, None]
PG = np.einsum('pi,gij->gpj', P, G)
D = {}; rank_I = []; rank_Ih = []
for k in range(17):
    inv = np.linalg.pinv(Yall(k, P)); D[k] = inv @ Yall(k, PG)
    Dbar = D[k].mean(0); Dh = (Dbar + (inv @ Yall(k, -PG)).mean(0)) / 2
    sv = np.linalg.svd(Dbar, compute_uv=False); svh = np.linalg.svd(Dh, compute_uv=False)
    assert np.all((sv < 1e-8) | (abs(sv - 1) < 1e-8))
    assert abs((sv > 0.5).sum() - dot(chi(k), np.ones(5))) < 1e-9
    tr = np.trace(D[k], axis1=1, axis2=2)
    assert all(np.allclose(tr[ang == a], c, atol=1e-8) for a, c in zip(angles, chi(k)))
    rank_I += [k] * int((sv > 0.5).sum()); rank_Ih += [k] * int((svh > 0.5).sum())
    if k <= 6: print(f"chi_{k} = {row(chi(k))}   n_{k} = {int((sv > 0.5).sum())}")
assert rank_I[:2] == [0, 6] and rank_I[2] > 6 and all(k % 2 == 0 for k in rank_Ih)
print("invariant ranks up to 16: I", rank_I, " Ih", rank_Ih)
chiG = chi(4) - chi(2); chiT2 = chi(3) - chiG
norms = [dot(chi(2), chi(2)), dot(chi(3), chi(3)), dot(chi(4), chi(2)), dot(chiG, chiG),
         dot(chi(3), chiG), dot(chiT2, chiT2), dot(chiT2, chi(1))]
assert np.allclose(norms, [1, 2, 1, 1, 1, 1, 0], atol=1e-12)
print("<2,2> <3,3> <4,2> <G,G> <3,G> <T2,T2> <T2,T1> =", [round(t) for t in norms])
print("chi_G  =", row(chiG)); print("chi_T2 =", row(chiT2))

# structure sums: explicit sums over vertices against closed forms
x = sp.Symbol('x'); c0 = 1 / sp.sqrt(5)
Pk = {k: sp.simplify(sp.legendre(k, x).subs(x, c0)) for k in (2, 4, 6)}
S60 = 2 + 10 * Pk[6]
S65 = sp.simplify(10 * (-sp.Rational(3, 16)) * sp.sqrt(77) * (2 / sp.sqrt(5)) ** 5 * c0)
assert max(abs(S(k, q, V)) for k in range(1, 6) for q in range(-k, k + 1)) < 1e-12
assert max(abs(S(6, q, V)) for q in range(-6, 7) if q not in (0, 5, -5)) < 1e-12
assert abs(S(6, 0, V) - float(S60)) < 1e-12 and abs(S(6, 5, V) - float(S65)) < 1e-12
assert abs(S(6, -5, V) + float(S65)) < 1e-12
ratio = sp.simplify(S65 / S60); assert sp.simplify(ratio + sp.sqrt(sp.Rational(7, 11))) == 0
w6 = np.zeros(13); w6[6] = 1; w6[11] = float(ratio); w6[1] = -float(ratio)
assert np.abs(D[6] @ w6 - w6).max() < 1e-9
print("P2,P4,P6(1/sqrt5) =", Pk[2], Pk[4], Pk[6])
print("S60 =", S60, " S65 =", S65, f" S65/S60 = {float(ratio):.6f}")

# angular quadrature: selection rule and f matrix of W against 3j symbols
ct, wt = np.polynomial.legendre.leggauss(64); ph = 2 * pi * (np.arange(128) + 0.5) / 128
st = np.sqrt(1 - ct ** 2)
N = np.stack([np.outer(st, np.cos(ph)), np.outer(st, np.sin(ph)), np.outer(ct, np.ones(128))], -1).reshape(-1, 3)
wa = np.repeat(wt, 128) * 2 * pi / 128
Yg = {l: Yall(l, N) for l in (2, 3)}
def block(l, f): return Yg[l].conj().T @ ((wa * f)[:, None] * Yg[l])
for l in (2, 3):
    for k in range(11):
        big = max(np.abs(block(l, C(k, q, N))).max() for q in range(-k, k + 1))
        assert (big > 0.05) if (k % 2 == 0 and k <= 2 * l) else (big < 1e-12)
coef = {0: 1, 5: ratio, -5: -ratio}; unit = sp.Rational(5, 429)
W = sp.Matrix(7, 7, lambda a, b: sp.simplify(sum(
    c * sp.Integer(-1) ** (a - 3) * 7 * wigner_3j(3, 6, 3, 0, 0, 0) * wigner_3j(3, 6, 3, 3 - a, q, b - 3)
    for q, c in coef.items()) / unit))
Wq = block(3, sum(float(c) * C(6, q, N) for q, c in coef.items())) / float(unit)
assert np.abs(Wq - np.array(W.evalf(), dtype=float)).max() < 1e-10
roots = sp.roots(sp.expand(W.charpoly(x).as_expr()), x); assert roots == {20: 3, -15: 4}
print("W in units 5/429: diagonal m=0,1,2,3:", [W[3 + m, 3 + m] for m in range(4)])
print("<3|W|-2> =", W[6, 1], " <2|W|-3> =", W[5, 0], " eigenvalue:multiplicity", roots)
eT = max(roots) * unit * S60; eG = min(roots) * unit * S60
print("coefficients of q*I6: T2u", eT, " Gu", eG, " gap", eT - eG)
eT, eG = float(eT), float(eG)

# worked example: hydrogenic ion, direct quadrature of the unexpanded Coulomb sum
Z, q, R = 16, 1.0, 5.0
def slater(l, z): return lambda r: (2 * z) ** (2 * l + 3) / factorial(2 * l + 2) * r ** (2 * l + 2) * np.exp(-2 * z * r)
def I(k, rho):
    return quad(lambda r: rho(r) * r ** k / R ** (k + 1), 0, R, epsabs=1e-14, epsrel=1e-12)[0] \
        + quad(lambda r: rho(r) * R ** k / r ** (k + 1), R, 30, epsabs=1e-14, epsrel=1e-12)[0]
def coulomb(l, rho, pos):
    d = np.linalg.norm(pos, axis=1); NP = N @ pos.T; pot = np.zeros(len(N))
    for lo, hi, n in ((0, R, 80), (R, 3 * R, 40)):
        t, w = np.polynomial.legendre.leggauss(n)
        for r, wr in zip(lo + (hi - lo) * (t + 1) / 2, w * (hi - lo) / 2):
            pot += wr * rho(r) * (q / np.sqrt(r * r + d * d - 2 * r * NP)).sum(1)
    return np.linalg.eigh(block(l, pot))
zf, zd = Z / 4, Z / 3; rf, rd = slater(3, zf), slater(2, zd)
r6 = factorial(14) / factorial(8) / (2 * zf) ** 6
assert abs(r6 - quad(lambda r: rf(r) * r ** 6, 0, 30)[0]) < 1e-8
I0, I6 = I(0, rf), I(6, rf); assert abs(I6 / (r6 / R ** 7) - 1) < 1e-5
print(f"Z = {Z}, q = {q}, R = {R} bohr, zeta_4f = {zf:.4f}, zeta_3d = {zd:.4f} 1/bohr")
print(f"<r^6>_4f = {r6:.5f} bohr^6, R^7 = {R**7:.0f} bohr^7")
print(f"<r^6>/R^7 = {r6/R**7:.6e}, I6 = {I6:.6e} 1/bohr, rel. diff {1 - I6*R**7/r6:.1e}")
e, U = coulomb(3, rf, R * V)
# tolerance: angular grid error near r = R, where the 4f density is about 5e-9
assert np.abs(e - 12 * q * I0 - q * I6 * np.array([eG] * 4 + [eT] * 3)).max() < 1e-9
print(f"4f mean shift 12 q I0 = {12*q*I0:.6f} Eh")
print(f"formula: T2u {eT*q*I6:.5e} Eh = {eT*q*I6*CM:.2f} cm-1, Gu {eG*q*I6:.5e} Eh = {eG*q*I6*CM:.2f} cm-1")
gap = (eT - eG) * q * I6
print(f"formula gap = {gap:.5e} Eh = {gap*CM:.2f} cm-1")
print(f"quadrature: T2u {e[4:].mean()-e.mean():.5e}, Gu {e[:4].mean()-e.mean():.5e} Eh")
for cols, ref in ((U[:, 4:], chiT2), (U[:, :4], chiG)):
    tr = np.trace(cols.conj().T @ D[3] @ cols, axis1=1, axis2=2)
    assert all(np.allclose(tr[ang == a], c, atol=1e-4) for a, c in zip(angles, ref))
T = np.zeros((7, 3)); T[3, 0] = 1
T[1, 1], T[6, 1], T[5, 2], T[0, 2] = sqrt(.6), -sqrt(.4), sqrt(.6), sqrt(.4)
assert np.abs(U[:, :4].conj().T @ T).max() < 1e-4
ed = coulomb(2, rd, R * V)[0]; assert np.ptp(ed) < 1e-11 and abs(ed.mean() - 12 * q * I(0, rd)) < 1e-10
print(f"3d icosahedron: level {ed.mean():.6f} Eh, spread below 1e-11 Eh: {np.ptp(ed) < 1e-11}")
stretch = 1.02; pos = R * V * np.where(abs(V[:, 2]) > 0.99, stretch, 1)[:, None]
es = coulomb(2, rd, pos)[0]; mult = [len(c) for c in clusters(es, 1e-8)]
assert sorted(mult) == [1, 2, 2] and np.ptp(es) > 1e-5
print(f"3d, poles stretched x{stretch}: multiplicities {mult}, spread {np.ptp(es):.4e} Eh")
F = np.array([V[list(t)].sum(0) for t in combinations(range(12), 3)
              if all(V[a] @ V[b] > 0.3 for a, b in combinations(t, 2))])
F /= np.linalg.norm(F, axis=1)[:, None]; S60d = S(6, 0, F).real
assert len(F) == 20 and abs(S60d + 44 / 9) < 1e-12 and abs(S(6, 5, F) / S60d - float(ratio)) < 1e-12
e20 = coulomb(3, rf, R * F)[0]; sc = S60d / float(S60)
assert np.abs(e20 - e20.mean() - sc * q * I6 * np.array([eT] * 3 + [eG] * 4)).max() < 1e-9
assert np.ptp(coulomb(2, rd, R * F)[0]) < 1e-11
print("dodecahedron: S60 =", Fraction(S60d).limit_denominator(999), " ratio to icosahedron",
      Fraction(sc).limit_denominator(999))
print(f"dodecahedron: T2u {e20[:3].mean()-e20.mean():.5e}, Gu {e20[3:].mean()-e20.mean():.5e} Eh")

# analytic Gaussian integrals, strongly penetrating shell
def field(mol):
    out = 0
    for v in R * V:
        with mol.with_rinv_origin(v): out = out + q * mol.intor('int1e_rinv')
    return out
al = 0.15
for l in (2, 3):
    mol = gto.M(atom='H 0 0 0', basis={'H': [[l, [al, 1.0]]]}, spin=1, unit='Bohr', verbose=0)
    eg = eigh(field(mol), mol.intor('int1e_ovlp'))[0]
    nr = quad(lambda r: r ** (2 * l + 2) * np.exp(-2 * al * r * r), 0, 30, epsabs=1e-13, epsrel=1e-13)[0]
    rho = lambda r: r ** (2 * l + 2) * np.exp(-2 * al * r * r) / nr
    ref = 12 * q * I(0, rho) + (np.zeros(5) if l == 2 else q * I(6, rho) * np.array([eG] * 4 + [eT] * 3))
    assert np.abs(eg - ref).max() < 1e-10
naive = quad(lambda r: rho(r) * r ** 6, 0, 30)[0] / R ** 7
print(f"Gaussian f, alpha = {al} bohr^-2: I6 = {I(6, rho):.5e}, <r^6>/R^7 = {naive:.5e} 1/bohr")
print(f"Gaussian f gap: integrals {np.ptp(eg):.6e}, formula {(eT-eG)*q*I(6, rho):.6e} Eh")

# full diagonalization of the one-electron ion in the field
exps = 0.04 * 1.6 ** np.arange(18)
def solve(ls):
    mol = gto.M(atom='S 0 0 0', basis={'S': [[l, [float(a), 1.0]] for l in ls for a in exps]},
                charge=Z - 1, spin=1, unit='Bohr', verbose=0)
    Sm = mol.intor('int1e_ovlp')
    en, c = eigh(mol.intor('int1e_kin') + mol.intor('int1e_nuc') + field(mol), Sm)
    lab = np.concatenate([[mol.bas_angular(b)] * (2 * mol.bas_angular(b) + 1) for b in range(mol.nbas)])
    return en, (c * (Sm @ c))[lab == ls[1]].sum(0)
print(f"basis: {len(exps)} exponents {exps[0]:.2f}*1.6^j bohr^-2 per l, l = 2,4 and 3,5")
eo, _ = solve((3, 5)); co = clusters(eo[:7], 1e-7); assert [len(c) for c in co] == [4, 3]
gv = co[1].mean() - co[0].mean()
assert abs(gv / gap - 1) < 1e-2   # finite basis and second-order terms
print(f"full 4f: Gu {co[0].mean():.6f}, T2u {co[1].mean():.6f} Eh, gap {gv:.4e} Eh = {gv*CM:.2f} cm-1")
ee, wg = solve((2, 4)); ce = clusters(ee[:24], 1e-7); me = [len(c) for c in ce]
assert me[:2] == [5, 5] and sorted(me[2:]) == [4, 5, 5]
start = 0; mixed = []
for c in ce:
    w = wg[start:start + len(c)].mean()
    if start >= 10 and len(c) == 5: mixed.append(w)
    print(f"full even level {c.mean():.6f} Eh, multiplicity {len(c)}, g weight {w:.4f}")
    start += len(c)
assert all(0.05 < w < 0.95 for w in mixed)
print("every check passed")
```

It prints:

```
ring cos(theta) = 0.447214
order 60  class angles (deg) [0, 72, 144, 120, 180]  sizes [1, 12, 12, 20, 15]
chi_0 =  1.0000  1.0000  1.0000  1.0000  1.0000   n_0 = 1
chi_1 =  3.0000  1.6180 -0.6180  0.0000 -1.0000   n_1 = 0
chi_2 =  5.0000  0.0000  0.0000 -1.0000  1.0000   n_2 = 0
chi_3 =  7.0000 -1.6180  0.6180  1.0000 -1.0000   n_3 = 0
chi_4 =  9.0000 -1.0000 -1.0000  0.0000  1.0000   n_4 = 0
chi_5 = 11.0000  1.0000  1.0000 -1.0000 -1.0000   n_5 = 0
chi_6 = 13.0000  1.6180 -0.6180  1.0000  1.0000   n_6 = 1
invariant ranks up to 16: I [0, 6, 10, 12, 15, 16]  Ih [0, 6, 10, 12, 16]
<2,2> <3,3> <4,2> <G,G> <3,G> <T2,T2> <T2,T1> = [1, 2, 1, 1, 1, 1, 0]
chi_G  =  4.0000 -1.0000 -1.0000  1.0000  0.0000
chi_T2 =  3.0000 -0.6180  1.6180  0.0000 -1.0000
P2,P4,P6(1/sqrt5) = -1/5 -1/5 41/125
S60 = 132/25  S65 = -12*sqrt(77)/25  S65/S60 = -0.797724
W in units 5/429: diagonal m=0,1,2,3: [20, -15, 6, -1]
<3|W|-2> = -7*sqrt(6)  <2|W|-3> = 7*sqrt(6)  eigenvalue:multiplicity {20: 3, -15: 4}
coefficients of q*I6: T2u 16/13  Gu -12/13  gap 28/13
Z = 16, q = 1.0, R = 5.0 bohr, zeta_4f = 4.0000, zeta_3d = 5.3333 1/bohr
<r^6>_4f = 8.24799 bohr^6, R^7 = 78125 bohr^7
<r^6>/R^7 = 1.055742e-04, I6 = 1.055742e-04 1/bohr, rel. diff 6.3e-07
4f mean shift 12 q I0 = 2.400000 Eh
formula: T2u 1.29937e-04 Eh = 28.52 cm-1, Gu -9.74531e-05 Eh = -21.39 cm-1
formula gap = 2.27390e-04 Eh = 49.91 cm-1
quadrature: T2u 1.29937e-04, Gu -9.74531e-05 Eh
3d icosahedron: level 2.400000 Eh, spread below 1e-11 Eh: True
3d, poles stretched x1.02: multiplicities [1, 2, 2], spread 2.6514e-04 Eh
dodecahedron: S60 = -44/9  ratio to icosahedron -25/27
dodecahedron: T2u -1.20312e-04, Gu 9.02343e-05 Eh
Gaussian f, alpha = 0.15 bohr^-2: I6 = 5.28259e-02, <r^6>/R^7 = 7.62667e-02 1/bohr
Gaussian f gap: integrals 1.137789e-01, formula 1.137789e-01 Eh
basis: 18 exponents 0.04*1.6^j bohr^-2 per l, l = 2,4 and 3,5
full 4f: Gu -5.600097, T2u -5.599870 Eh, gap 2.2730e-04 Eh = 49.89 cm-1
full even level -11.822201 Eh, multiplicity 5, g weight 0.0000
full even level -5.599988 Eh, multiplicity 5, g weight 0.0000
full even level -2.722056 Eh, multiplicity 5, g weight 0.4124
full even level -2.720996 Eh, multiplicity 4, g weight 1.0000
full even level -2.717224 Eh, multiplicity 5, g weight 0.5876
every check passed
```
